# Landau equations and the anomalous threshold of the one-loop triangle: verification in Python

```python
"""Anomalous threshold of the scalar one-loop triangle.

Internal masses m = (m1, m2, m3); lines 1,2 meet at the invariant s,
lines 2,3 at external mass Ma, lines 1,3 at external mass Mb.
Result under test: for stable external particles the first singularity in s is
    s_a = m1^2 + m2^2 - 2 m1 m2 cos(theta13 + theta23)
if m1 Ma^2 + m2 Mb^2 > (m1 + m2)(m3^2 + m1 m2), and (m1 + m2)^2 otherwise,
where cos(theta_ij) = (m_i^2 + m_j^2 - M_ij^2)/(2 m_i m_j).
J(s) is the integral of 1/D over the Feynman-parameter simplex.
Model masses are rest energies in units of 1e5 eV inside the program.
"""
from functools import lru_cache
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize

UNIT = 1.0e5  # eV


@lru_cache(maxsize=None)
def gauss_unit(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def denominator(alpha, s, m, Ma2, Mb2):
    """D for Feynman parameters that add up to one."""
    a1, a2, a3 = alpha
    return (a1 * m[0]**2 + a2 * m[1]**2 + a3 * m[2]**2
            - a1 * a2 * s - a1 * a3 * Mb2 - a2 * a3 * Ma2)


def triangle(s, m, Ma2, Mb2, n=1000):
    x, w = gauss_unit(n)
    X, V = x[:, None], x[None, :]
    D = denominator((X * V, X * (1 - V), 1 - X), s, m, Ma2, Mb2)
    assert D.min() > 0
    return float(np.sum(w[:, None] * w[None, :] * X / D))


def cosines(m, Ma, Mb):
    y13 = (m[0]**2 + m[2]**2 - Mb**2) / (2 * m[0] * m[2])
    y23 = (m[1]**2 + m[2]**2 - Ma**2) / (2 * m[1] * m[2])
    return y13, y23


def landau_s(m, Ma, Mb):
    y13, y23 = cosines(m, Ma, Mb)
    y12 = y13 * y23 - ((1 - y13**2) * (1 - y23**2))**0.5
    return m[0]**2 + m[1]**2 - 2 * m[0] * m[1] * y12


def mass_condition(m, Ma, Mb):
    return (m[0] * Ma**2 + m[1] * Mb**2
            > (m[0] + m[1]) * (m[2]**2 + m[0] * m[1]))


def predicted_threshold(m, Ma, Mb):
    return landau_s(m, Ma, Mb) if mass_condition(m, Ma, Mb) else (m[0] + m[1])**2


def first_zero(m, Ma, Mb):
    """Smallest s at which D vanishes on the simplex, by direct search."""
    def parameters(z):
        a = np.array([np.exp(z[0]), 1.0, z[1]])
        return a / a.sum()

    def s_of_zero(z):
        a = parameters(z)
        return denominator(a, 0.0, m, Ma**2, Mb**2) / (a[0] * a[1])

    best = None
    for start in ([0.0, 0.5], [0.5, 1.5], [-0.5, 0.2]):
        r = minimize(s_of_zero, start, method="L-BFGS-B",
                     bounds=[(-4, 4), (0, 50)],
                     options={"ftol": 1e-15, "gtol": 1e-9})
        if best is None or r.fun < best.fun:
            best = r
    return float(best.fun), parameters(best.x)


def kallen(s, a, b):
    return (s - (a + b)**2) * (s - (a - b)**2)


def cut_denominator(s, m, Ma, Mb):
    """Angle-independent part of m3^2 - q3^2 with lines 1 and 2 on shell."""
    return (m[2]**2 - m[0]**2 - Mb**2
            + (s + m[0]**2 - m[1]**2) * (s + Mb**2 - Ma**2) / (2 * s))


def imag_normal(s, m, Ma, Mb):
    """Im J above the normal threshold, from the two-particle cut."""
    lam = kallen(s, Ma, Mb)
    A = cut_denominator(s, m, Ma, Mb)
    B = np.sqrt(abs(kallen(s, m[0], m[1]) * lam)) / (2 * s)
    if lam < 0:
        return 2 * np.pi / np.sqrt(-lam) * np.arctan2(B, A)
    return np.pi / np.sqrt(lam) * np.log((A + B) / (A - B))


def dispersion_normal(s0, m, Ma, Mb):
    sN = (m[0] + m[1])**2

    def f(t):
        s = sN * np.exp(t)
        return imag_normal(s, m, Ma, Mb) * s / (s - s0) / np.pi
    edges = [0.0, np.log((Ma + Mb)**2 / sN), 5.0, np.log(1e9 / sN)]
    return sum(quad(f, a, b, limit=300, epsabs=1e-11, epsrel=1e-9)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def dispersion_anomalous(s0, m, Ma, Mb):
    sN = (m[0] + m[1])**2
    return quad(lambda s: 2 * np.pi / np.sqrt(-kallen(s, Ma, Mb)) / (s - s0),
                landau_s(m, Ma, Mb), sN, epsabs=1e-12)[0]


# --- Feynman-parameter form against the Euclidean momentum integral ---------
m = (4.0, 5.0, 3.0)
pos = (0.0, 2.5, -1.5)  # collinear Euclidean momentum offsets of the lines
x, w = gauss_unit(160)
R = 4 * np.tan(np.pi * x / 2)[:, None]
dR = (4 * np.pi / 2 / np.cos(np.pi * x / 2)**2 * w)[:, None]
phi, dphi = (np.pi * x)[None, :], (np.pi * w)[None, :]
product = 1.0
for mi, ai in zip(m, pos):
    product = product * (R**2 - 2 * R * ai * np.cos(phi) + ai**2 + mi**2)
J_momentum = np.sum(4 * np.pi * R**3 * np.sin(phi)**2 / product * dR * dphi) / np.pi**2
J_feynman = triangle(-(pos[0] - pos[1])**2, m, -(pos[1] - pos[2])**2,
                     -(pos[0] - pos[2])**2, 200)
assert abs(J_momentum / J_feynman - 1) < 1e-7

# --- Model example ----------------------------------------------------------
Ma, Mb = 7.0, 6.0
sN, sa = (m[0] + m[1])**2, landau_s(m, Ma, Mb)
s_search, alpha_search = first_zero(m, Ma, Mb)
assert mass_condition(m, Ma, Mb) and abs(s_search / sa - 1) < 1e-7
y13, y23 = cosines(m, Ma, Mb)
th13, th23 = np.arccos(y13), np.arccos(y23)
th12 = 2 * np.pi - th13 - th23
alpha = np.sin([th23, th13, th12]) / np.array(m)
alpha /= alpha.sum()
assert np.all(alpha > 0) and np.allclose(alpha, alpha_search, atol=1e-4)

# Plane vectors of lengths m_i: closure and side lengths of the dual triangle
q = np.array([m[0] * np.exp(1j * th13), m[1] * np.exp(-1j * th23), m[2]])
assert abs(np.dot(alpha, q)) < 1e-12
assert np.allclose([abs(q[1] - q[2]), abs(q[0] - q[2]), abs(q[0] - q[1])],
                   [Ma, Mb, np.sqrt(s_search)], rtol=1e-7)

# Logarithmic strength from two values of the integral just below s_a
d = 0.01
J_near, J_far = (triangle(sa - k * d, m, Ma**2, Mb**2) for k in (1, 2))
log_numeric = (J_near - J_far) / np.log(2)
log_formula = 2 * np.pi / np.sqrt(-kallen(sa, Ma, Mb))
assert abs(log_numeric / log_formula - 1) < 5e-3  # remainder of order d*log(d)

# Dispersion relation: works only with the cut from s_a to s_N
for s0 in (0.0, 40.0):
    J_direct = triangle(s0, m, Ma**2, Mb**2)
    total = dispersion_normal(s0, m, Ma, Mb) + dispersion_anomalous(s0, m, Ma, Mb)
    assert abs(total / J_direct - 1) < 1e-5  # integral is cut off at s = 1e9
J0 = triangle(0.0, m, Ma**2, Mb**2)
J0_normal = dispersion_normal(0.0, m, Ma, Mb)
J0_anom = dispersion_anomalous(0.0, m, Ma, Mb)
assert J0_anom / J0 > 0.01

# --- Control: determinant root exists, but with a negative parameter --------
Mc = 4.0
assert not mass_condition(m, Mc, Mb)
s_root = landau_s(m, Mc, Mb)
z13, z23 = cosines(m, Mc, Mb)
z12 = (m[0]**2 + m[1]**2 - s_root) / (2 * m[0] * m[1])
values, vectors = np.linalg.eigh([[1, z12, z13], [z12, 1, z23], [z13, z23, 1]])
k0 = int(np.argmin(abs(values)))
null = vectors[:, k0] / np.array(m)
null = null / null.sum()
assert abs(values[k0]) < 1e-12 and null.min() < 0 and s_root < sN
J_root = triangle(s_root, m, Mc**2, Mb**2)
J_root_disp = dispersion_normal(s_root, m, Mc, Mb)
assert abs(J_root_disp / J_root - 1) < 1e-5

# --- Critical external mass and scan through it -----------------------------
M_crit = np.sqrt(((m[0] + m[1]) * (m[2]**2 + m[0] * m[1]) - m[1] * Mb**2) / m[0])
scan = []
for M in (4.0, 4.4, 4.6, 5.0, 6.0, 7.0):
    s1, _ = first_zero(m, M, Mb)
    assert (s1 < sN * (1 - 1e-5)) == (M > M_crit)
    scan.append((M, s1))
A_anom, A_ctrl = cut_denominator(sN, m, Ma, Mb), cut_denominator(sN, m, Mc, Mb)
assert A_anom < 0 < A_ctrl
assert abs(cut_denominator(sN, m, M_crit, Mb)) < 1e-10

# --- Random masses ----------------------------------------------------------
rng = np.random.default_rng(7)
n_cases, n_anom = 60, 0
for _ in range(n_cases):
    mr = tuple(rng.uniform(1, 3, 3))
    A_mass = rng.uniform(0.05, 0.98) * (mr[1] + mr[2])
    B_mass = rng.uniform(0.05, 0.98) * (mr[0] + mr[2])
    n_anom += bool(mass_condition(mr, A_mass, B_mass))
    found, _ = first_zero(mr, A_mass, B_mass)
    assert abs(found / predicted_threshold(mr, A_mass, B_mass) - 1) < 1e-5
assert 5 < n_anom < n_cases - 5

# --- Hydrogen kinematics ----------------------------------------------------
mp.mp.dps = 40
me = const.m_e * const.c**2 / const.e
mpr = const.m_p * const.c**2 / const.e
fine = const.fine_structure
binding = 0.5 * fine**2 * me * mpr / (me + mpr)
e_, p_ = mp.mpf(me), mp.mpf(mpr)
M_atom = e_ + p_ - mp.mpf(binding)
assert mass_condition((e_, e_, p_), M_atom, M_atom)
E_anom = float(mp.sqrt(landau_s((e_, e_, p_), M_atom, M_atom)))
hbar_c = const.hbar * const.c / const.e * 1e10  # eV angstrom
length_anom, length_norm = hbar_c / E_anom, hbar_c / (2 * me)
a0 = const.physical_constants["Bohr radius"][0] * 1e10
assert abs(E_anom / (2 * fine * me) - 1) < 1e-5
# 1s electron form factor about the centre of mass at imaginary momentum i*kappa
kappa_a = a0 / length_anom
frac = mpr / (me + mpr)  # reduced mass, and electron share of the separation
form = []
for ratio in (0.25, 0.5, 0.75):
    k = ratio * kappa_a
    F = quad(lambda r: 4 * frac**3 * r * np.exp(-2 * frac * r)
             * np.sinh(k * frac * r) / (k * frac), 0, 100, limit=300)[0]
    F_pole = (1 - ratio**2)**-2
    assert abs(F / F_pole - 1) < 1e-4  # binding corrections of order fine^2
    form.append((ratio, F, F_pole))

# --- Output -----------------------------------------------------------------
print("MODEL TRIANGLE (rest energies)")
for name, v in zip(("m1", "m2", "m3", "Ma", "Mb"), m + (Ma, Mb)):
    print(f"{name} c^2 = {v * UNIT:.0f} eV")
print(f"y13 = {y13:.6f}, y23 = {y23:.6f}, sum = {y13 + y23:.6f}")
print("theta13, theta23, theta12 = "
      + ", ".join(f"{np.degrees(t):.3f}" for t in (th13, th23, th12)) + " degrees")
lhs = m[0] * Ma**2 + m[1] * Mb**2
rhs = (m[0] + m[1]) * (m[2]**2 + m[0] * m[1])
print(f"condition: left {lhs * UNIT**3:.4e} eV^3, right {rhs * UNIT**3:.4e} eV^3")
print(f"normal threshold energy = {np.sqrt(sN) * UNIT:.0f} eV")
print(f"anomalous threshold, formula = {np.sqrt(sa) * UNIT:.1f} eV")
print(f"anomalous threshold, direct search = {np.sqrt(s_search) * UNIT:.1f} eV")
print("Landau alpha1, alpha2, alpha3 = " + ", ".join(f"{a:.5f}" for a in alpha))
print(f"log coefficient, quadrature = {log_numeric / UNIT**2:.4e} eV^-2")
print(f"log coefficient, formula = {log_formula / UNIT**2:.4e} eV^-2")
print(f"J(0), Feynman quadrature = {J0 / UNIT**2:.6e} eV^-2")
print(f"J(0), normal cut only = {J0_normal / UNIT**2:.6e} eV^-2")
print(f"J(0), anomalous cut only = {J0_anom / UNIT**2:.6e} eV^-2")
print(f"J(0), both cuts = {(J0_normal + J0_anom) / UNIT**2:.6e} eV^-2")
print(f"cut denominator at normal threshold = {A_anom * UNIT**2:.4e} eV^2")
print("SCAN IN Ma (other masses fixed)")
print(f"critical Ma c^2 = {M_crit * UNIT:.1f} eV")
for M, s1 in scan:
    print(f"Ma c^2 = {M * UNIT:.0f} eV: first singularity {np.sqrt(s1) * UNIT:.1f} eV")
print(f"CONTROL with Ma c^2 = {Mc * UNIT:.0f} eV")
print(f"determinant root at {np.sqrt(s_root) * UNIT:.1f} eV")
print("its alpha1, alpha2, alpha3 = " + ", ".join(f"{a:.5f}" for a in null))
print(f"J at this root, quadrature = {J_root / UNIT**2:.6e} eV^-2")
print(f"J at this root, normal cut only = {J_root_disp / UNIT**2:.6e} eV^-2")
print(f"cut denominator at normal threshold = {A_ctrl * UNIT**2:.4e} eV^2")
print(f"random mass sets: {n_cases}, with anomalous threshold: {n_anom}")
print("HYDROGEN KINEMATICS")
print(f"electron rest energy = {me:.2f} eV, proton rest energy = {mpr:.0f} eV")
print(f"nonrelativistic binding energy = {binding:.5f} eV")
print(f"normal threshold energy = {2 * me:.1f} eV")
print(f"anomalous threshold energy = {E_anom:.3f} eV")
print(f"2 * fine-structure constant * electron rest energy = {2 * fine * me:.3f} eV")
print(f"length from anomalous threshold = {length_anom:.6f} angstrom")
print(f"half the Bohr radius = {a0 / 2:.6f} angstrom")
print(f"length from normal threshold = {length_norm:.6f} angstrom")
for ratio, F, F_pole in form:
    print(f"kappa/kappa_a = {ratio:.2f}: 1s form factor {F:.5f}, double pole {F_pole:.5f}")
print("success")
```

It prints:

```
MODEL TRIANGLE (rest energies)
m1 c^2 = 400000 eV
m2 c^2 = 500000 eV
m3 c^2 = 300000 eV
Ma c^2 = 700000 eV
Mb c^2 = 600000 eV
y13 = -0.458333, y23 = -0.500000, sum = -0.958333
theta13, theta23, theta12 = 117.280, 120.000, 122.720 degrees
condition: left 3.7600e+17 eV^3, right 2.6100e+17 eV^3
normal threshold energy = 900000 eV
anomalous threshold, formula = 791338.0 eV
anomalous threshold, direct search = 791338.0 eV
Landau alpha1, alpha2, alpha3 = 0.32089, 0.26346, 0.41565
log coefficient, quadrature = 7.7554e-12 eV^-2
log coefficient, formula = 7.7604e-12 eV^-2
J(0), Feynman quadrature = 7.364023e-12 eV^-2
J(0), normal cut only = 5.409131e-12 eV^-2
J(0), anomalous cut only = 1.954890e-12 eV^-2
J(0), both cuts = 7.364021e-12 eV^-2
cut denominator at normal threshold = -1.2778e+11 eV^2
SCAN IN Ma (other masses fixed)
critical Ma c^2 = 450000.0 eV
Ma c^2 = 400000 eV: first singularity 900000.0 eV
Ma c^2 = 440000 eV: first singularity 900000.0 eV
Ma c^2 = 460000 eV: first singularity 899872.8 eV
Ma c^2 = 500000 eV: first singularity 896736.8 eV
Ma c^2 = 600000 eV: first singularity 867467.0 eV
Ma c^2 = 700000 eV: first singularity 791338.0 eV
CONTROL with Ma c^2 = 400000 eV
determinant root at 896888.9 eV
its alpha1, alpha2, alpha3 = 0.62069, 0.55166, -0.17235
J at this root, quadrature = 2.125448e-11 eV^-2
J at this root, normal cut only = 2.125448e-11 eV^-2
cut denominator at normal threshold = 1.8889e+10 eV^2
random mass sets: 60, with anomalous threshold: 14
HYDROGEN KINEMATICS
electron rest energy = 510998.95 eV, proton rest energy = 938272089 eV
nonrelativistic binding energy = 13.59829 eV
normal threshold energy = 1021997.9 eV
anomalous threshold energy = 7457.829 eV
2 * fine-structure constant * electron rest energy = 7457.879 eV
length from anomalous threshold = 0.264590 angstrom
half the Bohr radius = 0.264589 angstrom
length from normal threshold = 0.001931 angstrom
kappa/kappa_a = 0.25: 1s form factor 1.13778, double pole 1.13778
kappa/kappa_a = 0.50: 1s form factor 1.77776, double pole 1.77778
kappa/kappa_a = 0.75: 1s form factor 5.22431, double pole 5.22449
success
```
